# Critical Thickness for Channel Cracking of a Crystallizing Oxide Film: a numerical check

```python
"""Critical thickness for channel cracking of a stressed film on a substrate.

Result under test:  h_c = Gamma * Ep / (Z * sigma**2),  Ep = E / (1 - nu**2)
  sigma : equibiaxial tensile film stress     Gamma : energy per crack area
  E, nu : Young modulus, Poisson ratio        Z     : pure number (mismatch)
Z is the energy released per unit crack length in units sigma^2 h^2 / Ep.
It is found by plane-strain finite elements (film thickness = 1, sigma = 1,
film Ep = 1) on half of the body, x >= 0, with depth y >= 0 from the surface.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.constants import giga, nano

# ---- rough typical parameters: indium-oxide-like film on display glass ----
E_film, nu_film = 150 * giga, 0.30
E_glass, nu_glass = 70 * giga, 0.20
gamma_film, gamma_glass = 5.0, 8.0          # J/m^2
densification = 0.015
delta_expansion, cooling = 3e-6, 225.0      # 1/K, K
relaxed_fraction = 0.20


def line_matrices(nodes, coef):
    """Linear elements: integrals of c N'N', c N N, c N'_i N_j."""
    d = np.diff(nodes)
    c = coef * np.ones_like(d)
    i = np.arange(len(d))
    rows = np.concatenate([i, i, i + 1, i + 1])
    cols = np.concatenate([i, i + 1, i, i + 1])

    def build(a, b, e, f):
        shape = (len(nodes), len(nodes))
        return sp.csr_matrix((np.concatenate([a, b, e, f]), (rows, cols)),
                             shape=shape)
    stiff = build(c / d, -c / d, -c / d, c / d)
    mass = build(c * d / 3, c * d / 6, c * d / 6, c * d / 3)
    mixed = build(-c / 2, -c / 2, c / 2, c / 2)
    return stiff, mass, mixed


def solve_free(matrix, load, free):
    """Solve a symmetric positive system with the other unknowns held at 0."""
    idx = np.flatnonzero(free)
    small = matrix.tocsr()[idx][:, idx].tocsc()
    lu = splu(small, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
              options={"SymmetricMode": True})
    u = np.zeros(len(load))
    u[idx] = lu.solve(load[idx])
    return u


def graded(length, growth, first=2e-3):
    """Nodes from 0 to length with geometrically growing spacing."""
    n = int(np.ceil(np.log(1 + length * (growth - 1) / first)
                    / np.log(growth)))
    return length * (growth ** np.arange(n + 1) - 1) / (growth ** n - 1)


def crack_energy(E_ratio, nu_sub, depth=1.0, size=100.0, growth=1.1,
                 free_top=True):
    """Return (work of opening, drop of stored energy) for both crack sides.

    E_ratio is substrate E / film E; depth is crack depth / film thickness.
    """
    x = graded(size, growth)
    parts = [1 - graded(1.0, growth)[::-1]]
    if depth > 1:
        piece = graded((depth - 1) / 2, growth)
        parts += [1 + piece[1:], depth - piece[::-1][1:]]
    parts.append(depth + graded(size - depth, growth)[1:])
    y = np.concatenate(parts)
    film = ((y[1:] + y[:-1]) / 2 < 1).astype(float)
    E1 = 1 - nu_film ** 2
    E = np.where(film > 0, E1, E1 * E_ratio)
    nu = np.where(film > 0, nu_film, nu_sub)
    mu = E / (2 * (1 + nu))
    lam = E * nu / ((1 + nu) * (1 - 2 * nu))
    Sx, Mx, Dx = line_matrices(x, 1.0)
    Sc, Mc, _ = line_matrices(y, lam + 2 * mu)
    Sm, Mm, Dm = line_matrices(y, mu)
    Dl = line_matrices(y, lam)[2]
    Kxx = sp.kron(Sx, Mc) + sp.kron(Mx, Sm)
    Kyy = sp.kron(Sx, Mm) + sp.kron(Mx, Sc)
    Kxy = sp.kron(Dx, Dl.T) + sp.kron(Dx.T, Dm)
    K = sp.bmat([[Kxx, Kxy], [Kxy.T, Kyy]], format="csr")
    shape = (len(x), len(y))
    free_x, free_y = np.ones(shape, bool), np.ones(shape, bool)
    free_x[0, y > depth - 1e-9] = False     # intact symmetry plane
    free_x[-1, :] = False
    free_y[:, -1] = False
    if not free_top:
        free_y[:, 0] = False
    load = np.zeros((2,) + shape)
    load[0, 0] = line_matrices(y, film)[1] @ np.ones(len(y))
    u = solve_free(K, load.ravel(),
                   np.concatenate([free_x.ravel(), free_y.ravel()]))
    work = load.ravel() @ u
    ux, uy = u.reshape((2,) + shape)
    # stored energy from the full stress state, including stress along crack
    dx, dy = np.diff(x)[:, None], np.diff(y)[None, :]
    stored = 0.0
    gauss = (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3))
    for s in gauss:
        for t in gauss:
            def gradient(w):
                ax, ay = np.diff(w, axis=0), np.diff(w, axis=1)
                return (((1 - t) * ax[:, :-1] + t * ax[:, 1:]) / dx,
                        ((1 - s) * ay[:-1] + s * ay[1:]) / dy)
            exx, uxy = gradient(ux)
            uyx, eyy = gradient(uy)
            trace = lam * (exx + eyy)
            sxx = trace + 2 * mu * exx + film
            syy = trace + 2 * mu * eyy
            szz = trace + film
            txy = mu * (uxy + uyx)
            density = ((sxx**2 + syy**2 + szz**2 - 2 * nu *
                        (sxx * syy + syy * szz + szz * sxx)) / (2 * E)
                       + txy**2 / (2 * mu))
            stored += np.sum(density * dx * dy) / 4
    uncracked = size * (1 - nu_film) / E1
    return work, 2 * (uncracked - stored)


# ---- finite elements against the closed Griffith result pi/2 ----
Z_griffith, _ = crack_energy(1.0, nu_film, free_top=False)
assert abs(Z_griffith / (np.pi / 2) - 1) < 0.01   # mesh error below 1 %

# ---- free surface, then softer substrate ----
Z_same, drop_same = crack_energy(1.0, nu_film)
ratio = E_glass / E_film
Z_glass, drop_glass = crack_energy(ratio, nu_glass)
assert abs(drop_same / Z_same - 1) < 1e-5
assert abs(drop_glass / Z_glass - 1) < 1e-5
assert Z_griffith < Z_same < Z_glass
Z_coarse, _ = crack_energy(ratio, nu_glass, growth=1.2)
Z_small_body, _ = crack_energy(ratio, nu_glass, size=50.0)
assert abs(Z_coarse / Z_glass - 1) < 0.02         # coarser mesh
assert abs(Z_small_body / Z_glass - 1) < 0.01     # body size drops out

# ---- steady state: film on elastic foundation, plan view ----
# lengths in units of the decay length; slice energy per length equals 1
step = 0.05
across = np.arange(0, 6 + step / 2, step)
along = np.arange(0, 8 + step / 2, step)
Sa, Ma, _ = line_matrices(across, 1.0)
Sl, Ml, _ = line_matrices(along, 1.0)
shear = (1 - nu_film) / 2
plan = sp.kron(Sa, Ml) + shear * sp.kron(Ma, Sl) + sp.kron(Ma, Ml)


def plan_energy(half_length):
    free = np.ones((len(across), len(along)), bool)
    free[0] = along < half_length - step / 4
    load = np.zeros(free.shape)
    load[0] = Ml @ np.ones(len(along))
    load[~free] = 0
    return load.ravel() @ solve_free(plan, load.ravel(), free.ravel())


half_lengths = (0.2, 1.0, 4.0)
growth_rates = [(plan_energy(c + 2 * step) - plan_energy(c)) / (2 * step)
                for c in half_lengths]
assert growth_rates[0] < 0.8
assert abs(growth_rates[-1] - 1) < 0.01

# ---- stress of the crystallized film, from three-dimensional Hooke law ----
strain = 1 - (1 + densification) ** (-1 / 3)
sigma = E_film * strain / (1 - nu_film)
compliance = ((1 + nu_film) * np.eye(3) - nu_film * np.ones((3, 3))) / E_film
# unknowns: two in-plane stresses and the normal strain; normal stress = 0
system = np.column_stack([compliance[:, 0], compliance[:, 1], [0, 0, -1]])
direct = np.linalg.solve(system, [strain, strain, 0])
assert np.allclose(direct[:2], sigma, rtol=1e-10)

Ep = E_film / (1 - nu_film ** 2)


def critical_thickness(Z, stress):
    return gamma_film * Ep / (Z * stress ** 2)


h_c = critical_thickness(Z_glass, sigma)
h_same = critical_thickness(Z_same, sigma)

# ---- neglected effects ----
sigma_thermal = E_film * delta_expansion * cooling / (1 - nu_film)
h_cooled = critical_thickness(Z_glass, sigma + sigma_thermal)
h_relaxed = critical_thickness(Z_glass, sigma * (1 - relaxed_fraction))
depths = (1.05, 1.2, 1.5, 2.0)
h_deep = []
for depth in depths:
    W, _ = crack_energy(ratio, nu_glass, depth=depth)
    cost = gamma_film + gamma_glass * (depth - 1)
    h_deep.append(cost * Ep / (W * sigma ** 2))
h_lowest = min([h_c] + h_deep)
peel = sigma ** 2 * h_c / (2 * Ep)
# peeling: biaxial film relaxes in one direction, other strain held fixed
before = np.array([sigma, 0.0, sigma])
after = np.array([0.0, 0.0, E_film * (compliance @ before)[2]])
peel_direct = h_c * (before @ compliance @ before
                     - after @ compliance @ after) / 2
assert abs(peel_direct / peel - 1) < 1e-10
tip_zone = Ep * gamma_film / (E_film / 10) ** 2

print(f"film Young modulus            {E_film / giga:.0f} GPa")
print(f"film Poisson ratio            {nu_film:.2f}")
print(f"film plane-strain modulus     {Ep / giga:.1f} GPa")
print(f"glass Young modulus           {E_glass / giga:.0f} GPa")
print(f"glass Poisson ratio           {nu_glass:.2f}")
print(f"film fracture energy          {gamma_film:.1f} J/m^2")
print(f"densification                 {100 * densification:.2f} %")
print(f"linear misfit strain          {100 * strain:.3f} %")
print(f"film stress                   {sigma / giga:.3f} GPa")
print(f"Z Griffith, closed form       {np.pi / 2:.4f}")
print(f"Z Griffith, finite elements   {Z_griffith:.4f}")
print(f"Z identical substrate         {Z_same:.3f}")
print(f"Z glass substrate             {Z_glass:.3f}")
print(f"Z glass, from stored energy   {drop_glass:.3f}")
print(f"Z glass, coarser mesh         {Z_coarse:.3f}")
print(f"Z glass, body half as large   {Z_small_body:.3f}")
for c, g in zip(half_lengths, growth_rates):
    print(f"G/G_steady, half-length {c + step:.2f} decay lengths  {g:.3f}")
print(f"critical thickness, glass     {h_c / nano:.0f} nm")
print(f"critical thickness, identical {h_same / nano:.0f} nm")
print(f"relieved width 2 Z h_c        {2 * Z_glass * h_c / nano:.0f} nm")
print(f"expansion difference          {delta_expansion:.1e} 1/K")
print(f"cooling interval              {cooling:.0f} K")
print(f"added thermal stress          {sigma_thermal / giga:.3f} GPa")
print(f"h_c with thermal stress       {h_cooled / nano:.0f} nm")
print(f"relaxed part of stress        {100 * relaxed_fraction:.0f} %")
print(f"h_c with relaxation           {h_relaxed / nano:.0f} nm")
print(f"glass fracture energy         {gamma_glass:.1f} J/m^2")
for depth, h in zip(depths, h_deep):
    print(f"threshold, crack depth {depth:.2f} h   {h / nano:.0f} nm")
print(f"lowest threshold of scan      {h_lowest / nano:.0f} nm")
print(f"interface energy for peeling  {peel:.2f} J/m^2")
print(f"nonlinear tip zone            {tip_zone / nano:.1f} nm")
print("OK")
```

It prints:

```
film Young modulus            150 GPa
film Poisson ratio            0.30
film plane-strain modulus     164.8 GPa
glass Young modulus           70 GPa
glass Poisson ratio           0.20
film fracture energy          5.0 J/m^2
densification                 1.50 %
linear misfit strain          0.495 %
film stress                   1.061 GPa
Z Griffith, closed form       1.5708
Z Griffith, finite elements   1.5674
Z identical substrate         1.971
Z glass substrate             2.873
Z glass, from stored energy   2.873
Z glass, coarser mesh         2.864
Z glass, body half as large   2.866
G/G_steady, half-length 0.25 decay lengths  0.536
G/G_steady, half-length 1.05 decay lengths  0.977
G/G_steady, half-length 4.05 decay lengths  1.000
critical thickness, glass     255 nm
critical thickness, identical 372 nm
relieved width 2 Z h_c        1465 nm
expansion difference          3.0e-06 1/K
cooling interval              225 K
added thermal stress          0.145 GPa
h_c with thermal stress       197 nm
relaxed part of stress        20 %
h_c with relaxation           398 nm
glass fracture energy         8.0 J/m^2
threshold, crack depth 1.05 h   247 nm
threshold, crack depth 1.20 h   255 nm
threshold, crack depth 1.50 h   286 nm
threshold, crack depth 2.00 h   339 nm
lowest threshold of scan      247 nm
interface energy for peeling  0.87 J/m^2
nonlinear tip zone            3.7 nm
OK
```
